Does carrier loss after hydrogenating silicon prove compensation?

**Question**

I have phosphorus-doped silicon with about 1×10¹⁷ donors per cm³. After exposure to atomic hydrogen, a Hall measurement at room temperature finds roughly 4×10¹⁶ electrons per cm³. A colleague says that this settles the matter: hydrogen can sit in n-type silicon as H⁻, so it is an acceptor and has compensated the donors. I have also read that hydrogen can bind to a phosphorus atom and form a neutral pair. Does the lost carrier density tell me which has happened? If not, is there another electrical quantity that does?

**Answer**

Start by counting charges. Let N_D be the donor density and N_H the density of hydrogen that is either isolated H⁻ or bound in a neutral pair PH. Other forms, such as H₂, are not counted. Let f be the paired fraction of N_H, with N_H < N_D. For now, take all unpaired donors as ionised and neglect holes. Then

[P⁺] = N_D − f N_H
[H⁻] = (1 − f) N_H

Neutrality requires n + [H⁻] = [P⁺], so

n = N_D − f N_H − (1 − f) N_H = N_D − N_H

The paired fraction has cancelled. A pair removes one donor; an H⁻ ion takes up one electron. Each costs one free electron, so the carrier loss cannot separate the two. (Isolated H⁺ would be a donor and would add electrons.)

The number of charged centres does depend on f:

N_ion = [P⁺] + [H⁻] = N_D + N_H (1 − 2f)

With no pairing, N_ion = N_D + N_H = 2N_D − n. With complete pairing, N_ion = N_D − N_H = n. Charged centres scatter electrons, so mobility is the quantity to examine. There is one complication: losing electrons also weakens the screening of the centres that remain.

**How strongly the ions scatter**

Let φ be the potential around one ion. For non-degenerate electrons and a weak potential, the density changes by δn = n eφ/kT. Poisson's equation outside the ion is then

∇²φ = e δn/ε = φ/L²,  L² = εkT/(e²n)

where ε is the permittivity of silicon and L the Debye length. The potential energy of an electron has magnitude e² exp(−r/L)/(4πεr). It is negative near P⁺ and positive near H⁻. Its Fourier transform has magnitude

V_q = (4π/q) ∫₀^∞ r [e² exp(−r/L)/(4πεr)] sin(qr) dr
  = (e²/εq) ∫₀^∞ exp(−r/L) sin(qr) dr
  = e²/[ε(q² + 1/L²)]

because the last integral equals q/(q² + 1/L²).

Take one isotropic mass m, elastic scattering, and ions at random places, so that interference between them averages out. In the Born approximation, Fermi's golden rule gives the momentum relaxation rate

1/τ_I = N_ion (2π/ħ) D · ½ ∫ (1 − cos θ) V_q² d(cos θ)

Here θ is the scattering angle and D = mk/(2π²ħ²) is the density of final states for one spin in one valley. The factor 1 − cos θ is the fraction of forward momentum lost.

Elastic scattering has q = 2k sin(θ/2). Set t = sin(θ/2). Then 1 − cos θ = 2t² and |d(cos θ)| = 4t dt, so the angular average including its factor ½ is 4∫₀¹ t³ V_q² dt. Define

b = 4k²L² = 8mEL²/ħ²

so that V_q² = e⁴/[16ε²k⁴(t² + 1/b)²]. With s = t², the remaining integral is

∫₀¹ t³ dt/(t² + 1/b)² = ½ ∫₀¹ s ds/(s + 1/b)²
  = ½ [ln(s + 1/b) + (1/b)/(s + 1/b)]₀¹
  = ½ [ln(1 + b) + 1/(1 + b) − 1]
  = ½ g(b)

g(b) = ln(1 + b) − b/(1 + b)

Collecting factors gives

1/τ_I = N_ion m e⁴ g(b)/(8πε²ħ³k³)

and ħk = √(2mE) turns this into

1/τ_I = N_ion e⁴ g(b)/[16π√(2m) ε² E^(3/2)]

The charge enters squared, so in this approximation P⁺ and H⁻ scatter equally.

**Compensation and pairing move the rate differently**

Hold temperature and electron energy fixed and let n fall. The derivative of g is

g′(b) = 1/(1 + b) − 1/(1 + b)² = b/(1 + b)² > 0

Since b is proportional to 1/n, g rises as electrons are lost. For compensation, N_ion = 2N_D − n rises too. Both factors increase, so within this model compensation raises the ionised-impurity rate at every energy.

For complete pairing, the two factors compete. Write b = c/n, with c fixed. The rate is proportional to n g(c/n), and

d[n g(c/n)]/dn = g(b) − b g′(b) = g(b) − b²/(1 + b)² ≡ h(b)

If h is positive, losing electrons lowers the rate. For small b, g ≈ b²/2, so h ≈ −b²/2 is negative. For large b, h ≈ ln b − 2 is positive. Between these limits,

h′(b) = b/(1 + b)² − 2b/(1 + b)³ = b(b − 1)/(1 + b)³

Thus h falls until b = 1 and rises afterwards, which leaves one positive zero, at b* = 2.163. If the initial b exceeds b*, pairing lowers the rate throughout the loss, because b only grows as n falls.

So the statement "neutral pairs reduce ionised-impurity scattering" carries a condition: the initial screening must not be too strong. Halving n and N_ion together multiplies the rate by 0.703 when b starts at 10, but by 1.118 when it starts at 1. In the second case, weaker screening outweighs the removal of half the ions.

**From rate to mobility**

Electrons also scatter from lattice vibrations. At each energy the rates add:

1/τ = 1/τ_I + 1/τ_L

For acoustic scattering, 1/τ_L = √x/τ₀, where x = E/kT. In a small field F along x, the equilibrium distribution w₀ acquires a correction w₁:

−eF v_x dw₀/dE = −w₁/τ

Since dw₀/dE = −w₀/kT, this gives w₁ = −eFτv_x w₀/kT. The drift speed per unit field is therefore μ = (e/kT)⟨v_x²τ⟩₀, averaged over the equilibrium distribution. Direction averaging replaces v_x² by 2E/(3m), and the normalised energy distribution is (2/√π)√x exp(−x). Hence

μ = (e/m)(4/3√π) ∫₀^∞ τ x^(3/2) exp(−x) dx ≡ (e/m)⟨τ⟩

The same formula applied to τ_L alone fixes τ₀ from a chosen lattice mobility μ_L:

μ_L = (e/m) 4τ₀/(3√π)

A Hall measurement adds a magnetic field B, which turns the velocity without changing the energy. With ω = eB/m, electrons of one energy acquire, to first order in B, a transverse velocity ωτ times their longitudinal one. That second factor of τ gives a transverse current proportional to ω⟨τ²⟩F. An open circuit cancels it with a transverse field of size ωF⟨τ²⟩/⟨τ⟩. Dividing by B and by the current density ne²⟨τ⟩F/m gives

|R_H| = r/(ne),  r = ⟨τ²⟩/⟨τ⟩²

The density inferred from 1/(e|R_H|) is thus n/r, and the Hall mobility is rμ.

**Numbers for your sample**

I take N_D = 1×10¹⁷ cm⁻³, N_H = 6×10¹⁶ cm⁻³ and T = 300 K. Rough values for silicon are relative permittivity 11.7, m = 0.30 m₀ and μ_L = 1400 cm²/Vs. Both explanations give n = (10 − 6)×10¹⁶ = 4×10¹⁶ cm⁻³.

The Debye length grows from 12.9 to 20.4 nm. At E = 3kT, towards the upper end of the energies that matter most for transport here, b grows from 408 to 1021 and g from 5.017 to 5.930. The impurity rates relative to the untreated sample are

paired: (4/10)(5.930/5.017) = 0.473
compensated: (16/10)(5.930/5.017) = 1.89

The condition for pairing is easily met. The initial b is proportional to energy, so it drops below b* only for E < 3(2.163/408.3)kT = 0.016kT, and such slow electrons have very little weight in x^(3/2) exp(−x).

The full energy averages give:

before: μ = 964 cm²/Vs, Hall mobility 985 cm²/Vs, resistivity 0.065 Ω cm
paired: μ = 1103 cm²/Vs, Hall mobility 1136 cm²/Vs, resistivity 0.142 Ω cm
compensated: μ = 808 cm²/Vs, Hall mobility 834 cm²/Vs, resistivity 0.193 Ω cm

In this model, pairing raises the mobility by 14% and compensation lowers it by 16%. Removing more than half of the impurity rate has such a modest effect because lattice scattering remains. Even with no ions at all, the model mobility would be 1400 cm²/Vs, or 1.45 times the starting value.

Resistivity rises in both cases, so a rise alone decides nothing. Carrier loss at fixed mobility would multiply it by 10/4 = 2.5. Pairing gives 2.5/1.144 = 2.19 and compensation 2.5/0.838 = 2.98. The Hall densities after treatment, 3.88×10¹⁶ and 3.87×10¹⁶ cm⁻³, are practically the same.

**What if only some of the hydrogen is paired?**

At fixed energy, the rate returns to its initial value when N_ion g(b₁) = N_D g(b₀), where 0 and 1 mean before and after. Substituting N_ion gives

1 − 2f = (N_D/N_H)[g(b₀)/g(b₁) − 1]

f = ½{1 − (N_D/N_H)[g(b₀)/g(b₁) − 1]}

Because g(b₁) > g(b₀), this f exceeds one half. At f = ½ the number of ions is unchanged, but each is less screened, so further pairing is needed to offset that. At 3kT the result is f = 0.628. For the energy-averaged mobility it is f = 0.652, at which

N_ion = [10 + 6(1 − 1.304)]×10¹⁶ = 8.2×10¹⁶ cm⁻³

An unchanged mobility therefore does not show that hydrogen left the donors alone. In this example, with Debye screening, it means that about two thirds of the active hydrogen is paired. If scattering is instead cut off at half the ion spacing, as tried below, the rate depends only on N_ion and the fraction is one half. A fall in mobility does not exclude some pairing either.

**How far can the model be trusted?**

The Born approximation ignores the sign of the charge. Solving the scattering problem by partial waves for the same screened potentials removes that limitation. At 3kT after treatment, the cross section for momentum loss is 0.94 of the Born value for attractive P⁺ and 0.84 for repulsive H⁻. The rate ratios become 0.466 for pairing and 1.79 for compensation. At 1.5kT and 6kT, too, pairing lowers the rate and compensation raises it.

A neutral pair is still a dipole. For opposite charges a distance d apart, V_q² is multiplied by |1 − exp(iq·d)|², whose average over orientations is

2[1 − sin(qd)/(qd)] ≈ q²d²/3 for small qd

The factor q² suppresses the small-angle scattering that is so strong for a single ion. With full charges 0.4 nm apart, a rough choice, one pair relaxes momentum at about 2% of the rate of one ion at 3kT. Including all pairs lowers the paired mobility only from 1103 to 1100 cm²/Vs. The short-range core of the pair is not included.

The more serious weakness is screening in the compensated case. Half the mean ion spacing there is ½(1.6×10¹⁷ cm⁻³)^(−1/3) ≈ 9 nm, less than the 20 nm Debye length, so the screened potentials overlap. They also overlap before treatment (11 against 13 nm) and after pairing (15 against 20 nm), but less strongly. If scattering is instead cut off at half the ion spacing, compensation lowers the mobility by 9% rather than 16%, while pairing still raises it by 14%. The direction survives; the size of the compensated shift is less certain.

Silicon's conduction valleys are anisotropic. Masses of 0.26 and 0.33 m₀ bracket that effect roughly and change the paired mobility ratio only between 1.13 and 1.15. Anisotropy also changes the Hall factor. For ellipsoidal valleys with masses 0.916 m₀ along the axis and 0.19 m₀ across it, and a relaxation time that depends only on energy, every r above is multiplied by about 0.87. The Hall density then lies about 11 to 12% above n instead of slightly below it. This common factor cancels when Hall mobilities before and after treatment are compared. Coulomb scattering in such valleys also depends on direction, so the cancellation is only approximate: the factor is then nearer 0.88 to 0.89, the Hall density lies about 8 to 10% above n, and the Hall-mobility ratios shift by about 0.01. An energy-independent lattice time gives drift-mobility ratios of 1.12 for pairing and 0.86 for compensation.

Donors are also not quite fully ionised. With a level 45 meV below the band, the electron densities are 9.6×10¹⁶ before, 3.9×10¹⁶ after pairing and 3.8×10¹⁶ cm⁻³ after compensation. With this single level, the last two agree to about 3%. Phosphorus also has five higher 1s valley states, near 33 meV below the band; including them widens the difference to about 10%. Degeneracy is negligible, since n is 0.4% of the effective density of states. It would matter near 1.9×10¹⁹ cm⁻³, where b at 3kT reaches b*. The screening formula itself is unreliable there, so that density marks a limit of the model and is not a prediction of a reversal.

Real silicon at this doping has an electron mobility of very roughly 700 to 800 cm²/Vs at room temperature, so the model's 964 is too high. The neglect of electron-electron scattering explains little of this: even if it were very strong, it would lower the model value only to about 930. The size of the pairing shift is also too small. A fully paired sample has as many ions and electrons as ordinary silicon doped to 4×10¹⁶ cm⁻³, whose measured mobility is roughly 1.3 times that at 10¹⁷ cm⁻³, not 1.14 times. Use the model for the direction of the change, not for absolute mobilities or for the exact size of the shifts.

Real hydrogenated layers may also break the assumption of uniform hydrogen. Suppose every donor is paired in 60% of the thickness and the rest is untouched. The average electron density falls by 60%, but the current flows in the untouched part, whose mobility is still 964 cm²/Vs. Pairing is then complete wherever hydrogen went, yet the measured mobility does not change. You need a depth profile of the carriers before interpreting the mobility.

**What to measure**

Compare the Hall mobility before and after treatment at the same temperature. If the layer is uniform and other scattering is unchanged, a rise speaks against compensation by randomly placed H⁻ as the whole explanation and points to pairing. (If every H⁻ lay closer than about 4 nm to a donor, the model would give a rise too, because the two opposite charges then scatter partly as a dipole.) A fall is what compensation predicts, but damage from the treatment could also cause one.

Cooling can sharpen the contrast. At 200 K, with μ_L scaled as T^(−3/2) and the electron densities held fixed, the model's mobility ratios are 1.24 for pairing and 0.75 for compensation. Donor freeze-out is neglected in that estimate, so measure the carrier density again at the lower temperature. The numerical output below gives the remaining values.

Computed values

```
Inputs: T = 300 K, mass = 0.30 m0, eps_r = 11.7
Lattice mobility input = 1400 cm2/Vs
N_D = 1.00e+17, N_H = 6.00e+16 cm^-3
kT = 25.85 meV; 3kT = 77.56 meV
Wave number at 3kT = 0.781 1/nm; scaled Bohr radius = 2.064 nm
Debye length before, after = 12.93, 20.44 nm
b at 3kT before, after = 408.3, 1020.8
g(b) at 3kT before, after = 5.017, 5.930
Threshold b* = 2.163 (search: 2.163)
Energy where initial b = b*: 0.0159 kT
Density where b(3kT) = b*: 1.89e+19 cm^-3
Rate ratio on halving n=N_ion: b=1 1.118, b=10 0.703
before: n = 1.00e+17, N_ion = 1.00e+17 cm^-3
  impurity rate at 3kT = 5.985e+11 1/s
  mobility = 964.0 cm2/Vs, ratio to before = 1.000
  Hall factor = 1.022, Hall mobility = 985.3 cm2/Vs
  Hall density = 9.784e+16 cm^-3, resistivity = 0.0647 ohm cm
paired: n = 4.00e+16, N_ion = 4.00e+16 cm^-3
  impurity rate at 3kT = 2.830e+11 1/s
  mobility = 1102.5 cm2/Vs, ratio to before = 1.144
  Hall factor = 1.031, Hall mobility = 1136.3 cm2/Vs
  Hall density = 3.881e+16 cm^-3, resistivity = 0.1415 ohm cm
compensated: n = 4.00e+16, N_ion = 1.60e+17 cm^-3
  impurity rate at 3kT = 1.132e+12 1/s
  mobility = 807.5 cm2/Vs, ratio to before = 0.838
  Hall factor = 1.033, Hall mobility = 834.1 cm2/Vs
  Hall density = 3.873e+16 cm^-3, resistivity = 0.1932 ohm cm
Paired fraction for unchanged mobility = 0.652
Paired fraction for unchanged rate at 3kT = 0.628
Partial waves: sigma/Born for P+, H- (after); rate ratios to before
  E = 1.5 kT: P+ 0.888, H- 0.725; paired 0.475 (Born 0.484), comp. 1.769 (Born 1.937)
  E = 3.0 kT: P+ 0.941, H- 0.838; paired 0.466 (Born 0.473), comp. 1.789 (Born 1.891)
  E = 6.0 kT: P+ 0.971, H- 0.913; paired 0.460 (Born 0.464), comp. 1.798 (Born 1.856)
Mobility ratios to before (paired, compensated) for changed models:
  mass 0.26 m0: 1.134, 0.843
  mass 0.33 m0: 1.150, 0.834
  flat lattice time: 1.115, 0.856
  ion-spacing cutoff: 1.140, 0.912
  T = 200 K: 1.238, 0.751
Pair dipole length = 0.4 nm; rate per pair / per ion at 3kT = 0.0215
Paired mobility with dipoles = 1099.9 cm2/Vs
N_c = 2.47e+19 cm^-3; n/N_c before = 0.0040
Electrons with donor depth 45 meV (cm^-3): before 9.577e+16, paired 3.929e+16, compensated 3.827e+16
Relative shift, 200 to 400 energy nodes = 2.2e-14
Relative shift, radial step 0.05 to 0.025 nm = 4.5e-04
```
